# TE cutoff thickness of a silicon nitride waveguide on oxide: a program that tests the result

```python
# Result under test: the lowest TE mode of an asymmetric slab is guided only if
# the film is thicker than d0 = arctan(sqrt(a)) / K, where
#   K = k0 sqrt(nf^2 - ns^2),  a = (ns^2 - nc^2) / (nf^2 - ns^2),
#   k0 = 2 pi / wavelength; nf, ns, nc = film, substrate, cover index.
# N = effective index; s, g = decay rates in substrate and cover;
# kappa = transverse wavenumber in the film. All lengths are in nm.
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

wavelength, nf, ns, nc = 1550.0, 2.00, 1.444, 1.00
n_si, oxide = 3.48, 3000.0      # rough silicon index, oxide thickness
k0 = 2 * np.pi / wavelength
K = k0 * np.sqrt(nf**2 - ns**2)
G = k0 * np.sqrt(ns**2 - nc**2)


def cutoff(film_index, order=0):
    step = film_index**2 - ns**2
    phase = np.arctan(np.sqrt((ns**2 - nc**2) / step))
    return (order * np.pi + phase) / (k0 * np.sqrt(step))


def rates(N):
    return (k0 * np.sqrt(nf**2 - N**2), k0 * np.sqrt(N**2 - ns**2),
            k0 * np.sqrt(N**2 - nc**2))


def thickness(N):
    kappa, s, g = rates(N)
    return (np.arctan(s / kappa) + np.arctan(g / kappa)) / kappa


def effective_index(d):
    return brentq(lambda N: thickness(N) - d, ns, nf - 1e-6, xtol=1e-14)


d0, d1 = cutoff(nf), cutoff(nf, 1)
assert abs(d0 - 115) < 0.5

# Threshold field integrated downward from deep in the cover, at N = ns.
# A cutoff is a film depth at which the slope vanishes.
cover = solve_ivp(lambda t, y: [y[1], k0**2 * (ns**2 - nc**2) * y[0]],
                  (0, 12 / G), [1.0, 0.0], method="DOP853",
                  rtol=1e-11, atol=1e-13)
film = solve_ivp(lambda t, y: [y[1], k0**2 * (ns**2 - nf**2) * y[0]],
                 (0, 800), cover.y[:, -1], method="DOP853",
                 rtol=1e-11, atol=1e-13, max_step=20,
                 events=lambda t, y: y[1])
flat_depths = film.t_events[0]
assert len(flat_depths) == 2
assert np.allclose(flat_depths, [d0, d1], atol=1e-3)


# Finite differences in a large box; interfaces lie midway between nodes.
def slab_matrix(d, cover_index=nc, cover_box=3000.0):
    h, below = 2.5, 40000.0
    x = -below + h * (np.arange(round((below + d + cover_box) / h)) + 0.5)
    index = np.where(x < 0, ns, np.where(x < d, nf, cover_index))
    return x, k0**2 * index**2 - 2 / h**2, np.full(len(x) - 1, 1 / h**2)


guided_range = (k0**2 * ns**2, k0**2 * nf**2)


def count_modes(d, *cover_data):
    _, main, side = slab_matrix(d, *cover_data)
    return len(eigh_tridiagonal(main, side, eigvals_only=True, select="v",
                                select_range=guided_range))


counts = [count_modes(d) for d in (110.0, 120.0, 670.0, 680.0)]
assert counts == [0, 1, 1, 2]
symmetric_count = count_modes(20.0, ns, 40000.0)
assert symmetric_count == 1

# The thickness needed for a given effective index rises steadily.
assert np.all(np.diff(thickness(np.linspace(ns, nf - 1e-4, 4000))) > 0)


def field_integrals(d):
    """Integral of E^2 in the film and in all space, E = 1 at lower face."""
    kappa, s, g = rates(effective_index(d))

    def E(x):
        return np.cos(kappa * x) + s / kappa * np.sin(kappa * x)
    inside = quad(lambda x: E(x)**2, 0, d)[0]
    return inside, inside + 1 / (2 * s) + E(d)**2 / (2 * g)


x, main, side = slab_matrix(200.0)
values, vectors = eigh_tridiagonal(main, side, select="v",
                                   select_range=guided_range)
N_grid = np.sqrt(values[0]) / k0
v2 = vectors[:, 0]**2
fraction_grid = v2[(x > 0) & (x < 200)].sum() / v2.sum()
inside, total = field_integrals(200.0)
assert abs(N_grid - effective_index(200.0)) < 2e-4
assert abs(fraction_grid - inside / total) < 2e-3

# Decay rate just above cutoff, against the full mode condition.
s_near = rates(effective_index(d0 + 0.1))[1]
assert abs(s_near / (K**2 * 0.1) - 1) < 1e-3


# Leakage through finite oxide into silicon: complex root, four layers.
def leaky_mismatch(N, d):
    kappa, s, g = rates(N)
    slope = -1j * k0 * np.sqrt(n_si**2 - N**2)
    t = np.tanh(s * oxide)
    slope = s * (slope + s * t) / (s + slope * t)
    E = np.cos(kappa * d) + slope / kappa * np.sin(kappa * d)
    dE = -kappa * np.sin(kappa * d) + slope * np.cos(kappa * d)
    return (dE + g * E) / k0


to_dB_cm = 1e7 * 10 / np.log(10)


def loss_root(d):
    N, step = complex(effective_index(d)), 1e-6
    for _ in range(25):
        slope = (leaky_mismatch(N + step, d)
                 - leaky_mismatch(N - step, d)) / (2 * step)
        N -= leaky_mismatch(N, d) / slope
    assert abs(leaky_mismatch(N, d)) < 1e-12 and N.imag > 0
    return 2 * k0 * N.imag * to_dB_cm


def loss_flux(d):
    N = effective_index(d)
    s, q = rates(N)[1], k0 * np.sqrt(n_si**2 - N**2)
    return (4 * s**2 * q * np.exp(-2 * s * oxide)
            / ((s**2 + q**2) * k0 * N * field_integrals(d)[1]) * to_dB_cm)


for d in (200.0, 300.0):
    assert abs(loss_flux(d) / loss_root(d) - 1) < 0.02


# Finite strip width: scalar two-dimensional diagonalization as a check.
def second_difference(n, h):
    return diags([np.ones(n - 1), -2 * np.ones(n), np.ones(n - 1)],
                 [-1, 0, 1]) / h**2


hx, hy, strip_d, strip_w = 20.0, 100.0, 200.0, 3000.0
xs = -4000 + hx * (np.arange(270) + 0.5)
ys = -5000 + hy * (np.arange(100) + 0.5)
X, Y = np.meshgrid(xs, ys, indexing="ij")
in_strip = (X > 0) & (X < strip_d) & (abs(Y) < strip_w / 2)
index = np.where(X < 0, ns, np.where(in_strip, nf, nc))
operator = (kron(second_difference(len(xs), hx), identity(len(ys)))
            + kron(identity(len(xs)), second_difference(len(ys), hy))
            + diags(k0**2 * index.ravel()**2)).tocsc()
top = eigsh(operator, k=1, sigma=k0**2 * nf**2, which="LM",
            v0=np.ones(operator.shape[0]), return_eigenvectors=False)[0]
N2_strip = top / k0**2
N2_slab = effective_index(strip_d)**2
N2_bound = N2_slab - (wavelength / (2 * strip_w))**2
assert N2_bound < N2_strip < N2_slab


def strip_safe_thickness(w):
    return thickness(np.sqrt(ns**2 + (wavelength / (2 * w))**2))


print(f"wavelength = {wavelength:.0f} nm")
print(f"indices film, oxide, air = {nf:.2f}, {ns:.3f}, {nc:.2f}")
print(f"k0 = {k0:.7f} 1/nm")
print(f"nf^2 - ns^2 = {nf**2 - ns**2:.6f}")
print(f"ns^2 - nc^2 = {ns**2 - nc**2:.6f}")
print(f"asymmetry a = {(G / K)**2:.6f}, sqrt(a) = {G / K:.6f}")
print(f"arctan(sqrt(a)) = {np.arctan(G / K):.6f} rad")
print(f"K = {K:.7f} 1/nm, 1/K = {1 / K:.3f} nm")
print(f"TE0 cutoff thickness = {d0:.2f} nm")
print(f"TE1 cutoff thickness = {d1:.2f} nm")
print(f"cutoffs by integration = {flat_depths[0]:.2f}, "
      f"{flat_depths[1]:.2f} nm")
print("mode counts at 110, 120, 670, 680 nm =", counts)
print("mode count, 20 nm film with oxide on both sides =", symmetric_count)
for d in (125.0, 150.0, 200.0, 300.0):
    N = effective_index(d)
    inside, total = field_integrals(d)
    print(f"film {d:.0f} nm: N = {N:.5f}, oxide tail 1/s = "
          f"{1 / rates(N)[1]:.0f} nm, film power = "
          f"{100 * inside / total:.1f} %")
print(f"near-cutoff law at 125 nm: 1/s = {1 / (K**2 * (125 - d0)):.0f} nm")
print(f"N at 200 nm by diagonalization = {N_grid:.5f}")
print(f"cutoff for film index 1.98 = {cutoff(1.98):.2f} nm")
print(f"cutoff for film index 2.02 = {cutoff(2.02):.2f} nm")
print(f"oxide thickness = {oxide:.0f} nm, silicon index = {n_si:.2f}")
for d in (150.0, 200.0, 300.0):
    print(f"leakage, film {d:.0f} nm: root {loss_root(d):.3g} dB/cm, "
          f"flux formula {loss_flux(d):.3g} dB/cm")
for w in (3000.0, 10000.0):
    print(f"strip {w / 1000:.0f} um wide: guiding assured above "
          f"{strip_safe_thickness(w):.1f} nm (scalar)")
print(f"strip 200 nm x 3 um: N^2 lower bound {N2_bound:.4f}, "
      f"2D {N2_strip:.4f}, slab {N2_slab:.4f}")
print("all good")
```

It prints:

```
wavelength = 1550 nm
indices film, oxide, air = 2.00, 1.444, 1.00
k0 = 0.0040537 1/nm
nf^2 - ns^2 = 1.914864
ns^2 - nc^2 = 1.085136
asymmetry a = 0.566691, sqrt(a) = 0.752789
arctan(sqrt(a)) = 0.645284 rad
K = 0.0056094 1/nm, 1/K = 178.272 nm
TE0 cutoff thickness = 115.04 nm
TE1 cutoff thickness = 675.09 nm
cutoffs by integration = 115.04, 675.09 nm
mode counts at 110, 120, 670, 680 nm = [0, 1, 1, 2]
mode count, 20 nm film with oxide on both sides = 1
film 125 nm: N = 1.44586, oxide tail 1/s = 3363 nm, film power = 5.9 %
film 150 nm: N = 1.46207, oxide tail 1/s = 1076 nm, film power = 18.3 %
film 200 nm: N = 1.51590, oxide tail 1/s = 535 nm, film power = 37.1 %
film 300 nm: N = 1.62860, oxide tail 1/s = 328 nm, film power = 61.3 %
near-cutoff law at 125 nm: 1/s = 3190 nm
N at 200 nm by diagonalization = 1.51590
cutoff for film index 1.98 = 119.37 nm
cutoff for film index 2.02 = 110.97 nm
oxide thickness = 3000 nm, silicon index = 3.48
leakage, film 150 nm: root 10.5 dB/cm, flux formula 9.96 dB/cm
leakage, film 200 nm: root 0.191 dB/cm, flux formula 0.191 dB/cm
leakage, film 300 nm: root 0.000353 dB/cm, flux formula 0.000353 dB/cm
strip 3 um wide: guiding assured above 155.3 nm (scalar)
strip 10 um wide: guiding assured above 125.6 nm (scalar)
strip 200 nm x 3 um: N^2 lower bound 2.2312, 2D 2.2524, slab 2.2979
all good
```
